Why deformation-potential and piezoelectric scattering add without interference

**Definitions and conventions**

Consider a crystal carrying one long acoustic wave, frozen at an instant. Its displacement is

u(r) = Re[w U exp(iq·r)],

where w is a unit polarization vector, q the wavevector and U a real amplitude. Write q = |q| and γ = q/q for the direction. The vector w can be chosen real, since it is an eigenvector of the real symmetric Christoffel matrix Γ of elasticity, whose eigenvalues are ρc² (ρ is the density, c the sound speed). For a cubic crystal,

Γ_ii = C11 γ_i² + C44(1 − γ_i²),  Γ_ij = (C12 + C44) γ_i γ_j for i ≠ j.

The electron has charge −e₀ and lives in a simple band: nondegenerate, parabolic, with plane-wave envelopes and no spin splitting. The wave changes its energy by

V(r) = Re[M U exp(iq·r)].

The complex number M, an energy per unit displacement, is the scattering amplitude to be found. Its phase is measured from the displacement. The lattice is taken to respond instantly and without loss, and at first there are no free carriers.

**One derivative against two**

The deformation potential Ξ is the real shift of the band edge per unit dilation, so V = Ξ div u. Differentiating exp(iq·r) along axis j brings down iq_j. Therefore

M_dp = iΞ q·w.  (1)

The factor i says that strain is the slope of the displacement: it vanishes where the displacement is greatest.

The piezoelectric energy starts from the same strain, which produces a polarization P_i = e_ijk S_jk, with S_jk = ½(∂_j u_k + ∂_k u_j). The coefficients are real and symmetric in j and k, so both halves of the strain contribute equally, and the complex amplitude of P is

P_i = iq e_ijk γ_j w_k U.

This also carries one factor i. The electron, however, feels the electrostatic potential φ and not the polarization. With E = −∇φ, the field amplitude is E = −iqγφ. Without free charge, div(εE + P) = 0, where ε is the lattice permittivity. For a plane wave this means γ·(εE + P) = 0:

−iεqφ + iq γ_i e_ijk γ_j w_k U = 0.

The factor iq cancels, leaving

φ = γ_i e_ijk γ_j w_k U/ε.

Multiplication by −e₀ gives the electron's energy:

M_pz = B,  B = −e₀ γ_i e_ijk γ_j w_k/ε.  (2)

B is real and independent of the length of q. One derivative makes the strain; a second makes the bound charge −div P; Poisson's equation divides by q². The product i·i is real, and the powers of q cancel.

In zinc blende the one independent coefficient is e14: P_x = 2e14 S_yz, and cyclically. Then

γ·P = iq e14 U [γx(γy wz + γz wy) + γy(γz wx + γx wz) + γz(γx wy + γy wx)].

Each product such as γxγy wz occurs twice. Collecting them gives

B = −e₀ e14 h·w/ε,  h = 2(γyγz, γzγx, γxγy).  (3)

The total amplitude is M = iA + B, with A = Ξ q·w. Since A and B are real,

|M|² = (B + iA)(B − iA) = B² + A² = Ξ²(q·w)² + B².  (4)

The cross terms +iAB and −iAB cancel. This holds for each mode separately.

In real space the two energies are

V_dp = −A U sin(q·r),  V_pz = B U cos(q·r).

The piezoelectric energy is extreme where the atoms are displaced most, the deformation energy where the crystal is most compressed or dilated. These places lie a quarter wavelength apart.

Direction can remove either term. For a longitudinal wave along [100], h = 0 and only the deformation potential acts. For a wave along [110] polarized along [001], q·w = 0 and h·w = 1, so only the piezoelectric field acts.

**The reason behind the factors of i**

The result can be seen without following the electrostatics. In a uniform medium, a real energy depending linearly on the displacement has the form

V(r) = ∫ K_j(r − r′) u_j(r′) d³r′,

with a real kernel K. Inserting the wave gives

M(q) = w_j ∫ K_j(s) exp(−iq·s) d³s.

Complex conjugation has the same effect as reversing q at fixed real w, so M(−q) = M(q)*. Any part of M even in q is therefore real, and any odd part is imaginary. The deformation term is odd. The piezoelectric term depends on direction, but every term contains two factors of γ, so it is even. Opposite parity forces the 90 degree difference.

This also identifies which contributions must be added before squaring. A field from strain-gradient polarization, of quadrupole type, has one more derivative than the piezoelectric field. It is odd, hence imaginary, and joins the deformation amplitude coherently.

**Where the piezoelectric term comes from in a lattice**

A chain of charged planes shows the same phase without an assumed piezoelectric constant. Planes A and B carry charges +Z and −Z per area. In each period a, B lies a distance b after A. Spring K1 spans that gap and spring K2 the remaining gap a − b. The charges are weak enough not to alter the motion.

Under a slowly varying strain S, the two springs carry equal force, K1d1 = K2d2, and their extensions satisfy d1 + d2 = aS. Hence d1 = aS K2/(K1 + K2). A homogeneous stretch would lengthen the first gap by bS. The excess is an internal displacement of B relative to A:

u_B − u_A = ℓS,  ℓ = aK2/(K1 + K2) − b.

Here both displacement fields are taken at the same position. The polarization is P = −ZℓS/a. With S = iqU and −iεqφ + P = 0,

φ = P/(iεq) = −ZℓU/(aε),

which is real. For a = 1, b = 0.4, K1 = 1 and K2 = 2 in model units, ℓ = 0.6667 − 0.4 = 0.2667.

Diagonalizing the full vibrational problem with masses 1 and 3 confirms this limit. At finite q, with displacement measured at the centre of mass, the electrostatic term departs from 90 degrees relative to the strain by 1.58 degrees at qa = 0.10 and 0.79 degrees at qa = 0.05. The departure is linear in q, as parity requires of a first correction: it is an imaginary, odd term of the kind that adds to the deformation amplitude.

**From amplitude to transition**

Write the real energy as half the sum of a complex wave and its conjugate:

V(r) = ½U[M exp(iq·r) + M* exp(−iq·r)].

The matrix element from k to k + q is then ½MU. In the quantized wave, M accompanies phonon absorption and M* emission, with the same square.

A static wave makes the addition visible. It couples the states −q/2 and +q/2, which have the same kinetic energy E₀ = ħ²q²/8m. To leading order in U the two-state Hamiltonian has diagonal elements E₀ and off-diagonal elements ½MU and ½M*U. Its eigenvalues are E₀ ± ½|M|U, so the gap is

Δ = |M|U.

Equation (4) thus says that squared gaps add.

For numbers, take a longitudinal [111] wave with q = 0.1 nm⁻¹ (wavelength 62.8 nm), Ξ = 8 eV, e14 = 0.16 C/m² and relative permittivity 13. Here w = γ = (1,1,1)/√3, so q·w = q and h·w = 3·2/(3√3) = 2/√3. The amplitudes are

A = 8 eV × 0.1 nm⁻¹ = 0.800 eV/nm,
B = −e₀ × 0.16 C/m² × 1.155/(13ε₀) = −1.605 eV/nm.

The correct square is

|M|² = 0.640 + 2.576 = 3.216 (eV/nm)².

If both amplitudes were real, the result would be 5.784 or 0.648 (eV/nm)², depending on their relative sign. These are 1.80 and 0.20 times the correct value.

A displacement U = 10⁻⁵ nm gives gaps of 8.00 μeV from the deformation energy and 16.05 μeV from the piezoelectric energy. Together they give √(8.00² + 16.05²) = 17.93 μeV. Numerical diagonalization gives this value, using potentials found from finite-difference strain and a Poisson solution on a grid. When one potential is moved by a quarter wavelength, the gap becomes 24.05 or 8.05 μeV, the sum or difference. The lack of interference comes from the relative position of the two waves.

The same grid calculation for all three modes along [123] agrees with equations (1) and (3) within 5.2 × 10⁻⁴, relative to Ξq for the first amplitude and e₀e14/ε for the second.

**Long waves, short waves and relaxation rates**

Since A grows as q and B does not, the piezoelectric term dominates sufficiently long waves in an unscreened crystal, for every mode and direction with nonzero B. For longitudinal [111] waves the two are equal at

q = |B|/Ξ = 1.605/8 = 0.201 nm⁻¹.

For a transport rate, let the phonon energy be small compared with k_BT. In volume Ω the quantized displacement gives a squared factor ħ/(2ρΩω). Absorption and emission together contribute the occupation factor 2k_BT/ħω. With ω = cq, their product is k_BT/(ρΩc²q²). Fermi's golden rule, with each collision weighted by its fractional momentum loss 1 − cosθ, gives

1/τ = (2π/ħ) N k_BT ⟨(1 − cosθ) Σ_modes |M|²/(ρc²q²)⟩.

N = mk/(2π²ħ²) is the density of states per spin. The brackets average over initial and final directions at fixed electron wavevector magnitude k. Elastic scattering through θ has q² = 2k²(1 − cosθ), and after this average γ is uniformly distributed, independently of θ.

For any real vector a, the sum of (a·w)²/(ρc²) over the three modes is a·Γ⁻¹a. In the deformation term q² cancels and ⟨1 − cosθ⟩ = 1. In the piezoelectric term (1 − cosθ)/q² = 1/(2k²). Thus

1/τ_dp = (2π/ħ) N k_BT Ξ² ⟨γ·Γ⁻¹γ⟩,
1/τ_pz = (2π/ħ) N k_BT (e₀e14/ε)² ⟨h·Γ⁻¹h⟩/(2k²).

Take T = 40 K, m = 0.067 electron masses, and C11, C12 and C44 equal to 120, 54 and 60 GPa. At energy k_BT = 3.45 meV, k = 0.0779 nm⁻¹. The rates are 8.5 × 10⁹ s⁻¹ for deformation and 3.0 × 10¹⁰ s⁻¹ for piezoelectric scattering, in total 3.8 × 10¹⁰ s⁻¹. Random sampling of directions with the full complex amplitudes gives the same total to the digits shown.

The piezoelectric rate is 3.5 times the deformation rate. Since N is proportional to k, the deformation rate grows as k and the piezoelectric rate falls as 1/k. Their ratio therefore varies as 1/k², or as 1/T when the electron energy is kept at k_BT. With all material parameters fixed, the acoustic rates would be equal near 3.5 × 40 K = 140 K.

Sampling with the false in-phase rule also gives 3.8 × 10¹⁰ s⁻¹. Its cross term 2AB is odd in q and averages to zero over orientations. An averaged rate therefore cannot reveal the wrong phase. Individual transitions can: the false rule gives 0.648 (eV/nm)² for q and 5.784 for −q in the example. A real potential requires equal squared matrix elements for a transition and its reverse.

**The numbers beside a real semiconductor**

These are rough typical magnitudes for n-type gallium arsenide (the signs of Ξ and e14 do not affect the acoustic rates above), here with 10¹³ carriers per cm³, at the very pure end. Let 1/τ be the orientation-averaged rate at energy E, and average τ over energy with weight E^(3/2) exp(−E/k_BT). The mobility e₀⟨τ⟩/m is then 2.3 × 10⁶ cm²/Vs for deformation scattering alone, 1.3 × 10⁶ for piezoelectric scattering alone and 7.7 × 10⁵ for both. Adding the reciprocals of the first two would give about 8.5 × 10⁵. The lower value is not interference: the rates vary as √E and 1/√E, and must be added at each energy before averaging. Real samples also contain charged impurities. If they are singly charged and their density equals that of the carriers, the Born approximation says that they add 44 percent to the acoustic relaxation rate at energy k_BT. That approximation needs k times the effective Bohr radius to be large, but here the product is only 0.8. The exact phase shifts of the same attractive screened potential give about 36 percent, reducing τ there by a factor 1/1.36 = 0.74. Compensated material contains more impurities than carriers and suffers more. The quoted mobility is thus an acoustic-only model value, not a prediction for a sample.

Other omissions are smaller here. The longitudinal phonon at q = 0.1 nm⁻¹ has energy 0.10 k_BT, so scattering is nearly elastic. Polar-optical absorption events occur at about 0.6 percent of the acoustic relaxation rate at energy k_BT, and static screening lowers the piezoelectric rate by 0.3 percent. The ratio of k_BT to a band gap of 1.5 eV is 0.002, so nonparabolicity is slight.

**Screening and the limits of the rule**

Absence of screening is not essential to the phase difference. Suppose the carriers of this one band respond linearly, in mean field, to the total energy V they feel. Their density change χV adds a Coulomb energy vχV, so

V = V_dp + V_pz + vχV,
V = (V_dp + V_pz)/(1 − vχ).

Even a complex, delayed response divides both amplitudes by the same number. Their relative phase remains 90 degrees, although their magnitudes change.

A second carrier species can break this. Let electrons and valence states have deformation energies D_e and D_v, and let X_e and X_v be their dimensionless screening responses. If W is the electrostatic energy and B the unscreened piezoelectric part, all per unit displacement,

W = B − X_e(D_e + W) − X_v(D_v + W).

Solving for W and adding D_e gives the electron's total energy:

D_e + W = [B + D_e + X_v(D_e − D_v)]/(1 + X_e + X_v).

In the static limit X_v is real and the quadrature survives. A delayed response makes X_v complex and turns part of the deformation term into phase with B. A classical, collisionless estimate with 3 × 10¹⁵ carriers per cm³ of each species, hole mass 0.5 electron masses and a valence deformation potential of 2 eV, of the same sign as Ξ, gives a cross term of about 1 percent of the sum of squares at q = 0.1 nm⁻¹. With the opposite sign it is about 2 percent. It grows for longer waves, where X_v is larger, and reaches 8 to 12 percent at q = 0.02 nm⁻¹. With electrons alone it vanishes.

Dielectric loss in the lattice acts on B alone. Replacing ε by ε(1 + iδ) turns B into B(1 − iδ)/(1 + δ²), and the cross term becomes −2ABδ/(1 + δ²). For an illustrative δ = 0.01 it is 0.8 percent of the sum of squares in the example.

Circular polarization needs care because w is then complex. For two degenerate modes, write the amplitude as iα·w + β·w with real vectors α and β, and take w = (1, ±i)/√2. The cross terms are ±(α₁β₂ − α₂β₁): each circular mode can show interference, but the pair's sum does not. In the present model both q·w and h·w vanish for the degenerate transverse modes along [100] and [111], so there this matters only for couplings beyond equations (1) and (3).

Finally, equation (4) is a long-wave result. An even correction B₂q² to the piezoelectric amplitude is real. Let A now include the odd strain-gradient term described earlier, which is also proportional to q. Then, to order q²,

|M|² = B² + (A² + 2BB₂q²).

This interference has the same order as the deformation square. If B₂ has the size Ba², with a = 0.56 nm the lattice constant, its ratio to A² is

2(Ba/Ξ)² = 2(1.605 × 0.56/8)² = 0.025.

The reduced overlap of the Bloch functions multiplies B² by roughly 1 − ħ²q²/(2mE_g), where E_g = 1.5 eV is the band gap. This enters at the same order, with an estimated ratio to A² of 0.015. The strain-gradient term can matter more: if its size is Baq, it changes A itself by a fraction Ba/Ξ = 0.11, and A² by about twice that fraction. An even term can also come from the short-range side: zinc-blende symmetry allows a coupling of the band edge to the strain gradient, such as ∂_x∂_y u_z, which is real and in phase with B. If its size is Ξaq², its cross term relative to A² is 2Ba/Ξ = 0.22, well above the 0.025 found for B₂ = Ba². In the chain above, couplings to bond lengths give even parts of 0.03 to 0.4 of that size. These are order-of-magnitude estimates for this wave direction. They are small because Ba is small compared with Ξ; making q smaller does not reduce them relative to A². Where Ba is comparable with Ξ, the leading amplitudes still differ by 90 degrees, but keeping A² while omitting 2BB₂q² is no longer justified.

Values computed for the example and the checks

```
Inputs: T = 40 K, mass = 0.067 m_e, Xi = 8.0 eV
Inputs: e14 = 0.16 C/m2, relative permittivity = 13.0
Inputs: C11, C12, C44 = 120.0, 54.0, 60.0 GPa
Inputs: density = 5.3 g/cm3, carriers = 1e+13 cm^-3
Wave: longitudinal [111], q = 0.1 nm^-1
Wavelength = 62.8 nm
Deformation amplitude = 0.8000 i eV/nm
Piezoelectric amplitude = -1.6051 eV/nm
Phase difference on grid = 90.0000 degrees
Worst grid-formula difference, generic q = 5.2e-04 (relative)
Squares: dp 0.6400, pz 2.5763 (eV/nm)^2
Correct sum = 3.2163 (eV/nm)^2
False in-phase, same sign = 5.7844 (eV/nm)^2
False in-phase, opposite sign = 0.6482 (eV/nm)^2
Equal amplitudes at q = 0.2006 nm^-1
Gap test displacement = 1e-05 nm
Gaps: dp 8.000, pz 16.051, both 17.934 micro-eV
Gaps after quarter-wave shift: 8.051, 24.050 micro-eV
Chain inputs: a=1.0, b=0.4, K1=1.0, K2=2.0, mA=1.0, mB=3.0 (model units)
Chain potential limit = -0.2667 (plane charge/(a eps))
Chain departure from 90 deg: qa=0.10 1.576, qa=0.05 0.788 degrees
Circular-mode cross terms = 0.690, -0.690 (model units)
Thermal k at energy kT = 0.0779 nm^-1, kT = 3.447 meV
Momentum rate, deformation = 8.455e+09 s^-1
Momentum rate, piezoelectric = 2.958e+10 s^-1
Momentum rate, sum = 3.804e+10 s^-1
Momentum rate, sampled complex amplitudes = 3.805e+10 s^-1
Momentum rate, sampled false in-phase rule = 3.799e+10 s^-1
Mobility, deformation only = 2.336e+06 cm2/Vs
Mobility, piezoelectric only = 1.335e+06 cm2/Vs
Mobility, both acoustic = 7.652e+05 cm2/Vs
Neglected: (Debye wavevector/q)^2 = 4.04e-04
Neglected: screening lowers piezo rate by 0.27 %
Neglected: LA phonon energy = 0.357 meV = 0.104 kT
Neglected: carriers/band density of states = 4.7e-04
Neglected: kT/band gap = 2.3e-03 (gap 1.5 eV)
Neglected: polar-optical absorption/acoustic rate = 5.8e-03
  (optical phonon 36 meV, high-frequency permittivity 11.0)
Neglected: impurity/acoustic rate = 0.442 (impurities = carriers)
Neglected: even q^2 piezo correction/dp square, estimate = 0.025
  (length scale: lattice constant 0.56 nm)
Neglected: Bloch-overlap correction/dp square, estimate = 0.015
Cross term/sum, lattice loss tangent 0.01 = 7.98e-03
Screening test: n = 3e+15 cm^-3 per species, hole mass 0.5 m_e
  valence deformation potential 2.0 eV, strength 0.121
Cross term/sum, one species = 0.0e+00
Cross term/sum, electrons and holes = 1.35e-02
```
